# Transient Depletion Width of a MOS Capacitor After a Fast Gate Step

## Question

A metal gate lies on silicon dioxide of thickness $t=10$ nm. Beneath the oxide is uniformly doped p-type silicon with acceptor density $N=10^{16}$ cm$^{-3}$. The capacitor is in the dark at 300 K and initially at flat band: the silicon bands are level up to the oxide. The gate voltage is then raised quickly by $V=5$ V. Thus $V$ is measured from the flat-band voltage, not from zero gate voltage.

Treat the problem as one-dimensional. Take all acceptors as ionized, and neglect charge in the oxide and in interface traps. The relative permittivities are $\kappa_s=11.7$ for silicon and $\kappa_{ox}=3.9$ for the oxide.

Use atomic units in the algebra, with $e=1$ and $4\pi\varepsilon_0=1$. An electric potential and the corresponding energy of a unit charge then have the same magnitude. For numbers, use $e=1.602\times10^{-19}$ C, $\varepsilon_0=8.854\times10^{-14}$ F/cm and $kT/e=0.02585$ V.

**(a)** Explain which charges can respond to a fast step. Derive the depletion width $W$ just after it, assuming a sharp depletion edge.

**(b)** Evaluate $W$, the two voltage drops and the two electric fields. Examine the limits of thin and thick oxide.

**(c)** The hole density does not end sharply. Find how this changes the width.

**(d)** Estimate the width after equilibrium has been reached at the same gate voltage. At what voltage does the distinction between the two widths begin?

**(e)** How fast is "fast"? Take a hole mobility of 450 cm$^2$/Vs, a wafer thickness of 0.50 mm, a generation lifetime $\tau_g=10$ µs, a surface generation velocity $s_g=10$ cm/s and an intrinsic density $n_i=10^{10}$ cm$^{-3}$. These are rough typical values.

**(f)** Judge whether the result applies to a real capacitor.

## Model answers

### (a) The width from Poisson's equation

A positive gate step repels holes. They are already present and can leave through the substrate, exposing negative acceptor ions. Electrons, the minority carriers, are almost absent at flat band. In the dark they must be generated thermally, which is slow. Just after a suitably fast step there is therefore no appreciable electron layer at the surface.

Let $x$ run from the oxide into the silicon, and let the potential $\psi$ be zero in the neutral bulk. For $0<x<W$ the charge density is $-N$. Poisson's equation, $\psi''=-4\pi\rho/\kappa_s$, becomes

$$\psi''=\frac{4\pi N}{\kappa_s}.$$

At the sharp edge both the potential and the field vanish, so $\psi(W)=\psi'(W)=0$. The first integration gives

$$\psi'(x)=-\frac{4\pi N}{\kappa_s}(W-x),$$

and the second gives

$$\psi(x)=\frac{2\pi N}{\kappa_s}(W-x)^2.$$

The surface potential, or band bending, and the surface field $F_s=-\psi'(0)$ are

$$\psi_s=\frac{2\pi NW^2}{\kappa_s},\qquad F_s=\frac{4\pi NW}{\kappa_s}.$$

The field is positive: it points from the gate into the silicon. With no charge at the interface, the normal displacement is continuous, $\kappa_{ox}F_{ox}=\kappa_sF_s$. The oxide contains no charge, so its field is uniform and its voltage is

$$V_{ox}=F_{ox}t=\frac{4\pi NWt}{\kappa_{ox}}.$$

The step is shared between silicon and oxide:

$$V=\frac{2\pi NW^2}{\kappa_s}+\frac{4\pi NWt}{\kappa_{ox}}.$$

Multiply by $\kappa_s/(2\pi N)$ and define $b=\kappa_st/\kappa_{ox}$, the silicon thickness with the same capacitance per area as the oxide. Then

$$W^2+2bW=\frac{\kappa_sV}{2\pi N}.$$

Adding $b^2$ completes the square on the left, $(W+b)^2$. A width must be positive, so the positive root is taken:

$$\boxed{W=-b+\sqrt{b^2+\frac{\kappa_sV}{2\pi N}}}.$$

### (b) Numbers and limits

First,

$$b=\frac{11.7}{3.9}\times10\ \text{nm}=30\ \text{nm}.$$

Let $W_0=\sqrt{\kappa_sV/(2\pi N)}$ be the width that would result if the oxide took no voltage. To return to ordinary units, replace $4\pi$ by $1/\varepsilon_0$ and the charge density $N$ by $eN$:

$$W_0^2=\frac{2\kappa_s\varepsilon_0V}{eN}
=\frac{2(11.7)(8.854\times10^{-14})(5)}{(1.602\times10^{-19})(10^{16})}\ \text{cm}^2.$$

This gives $W_0=804.1$ nm, and hence

$$W=-30.0+\sqrt{30.0^2+804.1^2}=774.7\ \text{nm}.$$

The transient width is about 0.77 µm.

Since $\psi_s/V=(W/W_0)^2$, the silicon takes

$$\psi_s=5\left(\frac{774.7}{804.1}\right)^2=4.64\ \text{V},$$

and the oxide takes the remaining 0.36 V. The oxide field is $0.359\ \text{V}/10\ \text{nm}=0.359$ MV/cm. The surface field in silicon is the oxide field multiplied by $\kappa_{ox}/\kappa_s=1/3$, or 0.120 MV/cm. Although the oxide is the insulator, most of the voltage lies across the much thicker depleted silicon.

For a thin oxide, $b\ll W_0$, expansion of the square root gives

$$W=W_0-b+\frac{b^2}{2W_0}+\cdots.$$

To first order the oxide shortens the depletion layer by $b$. Here $W_0-b=774.1$ nm, already within 1 nm of the full formula.

For a thick oxide, $b\gg W_0$, write the root as $b\sqrt{1+W_0^2/b^2}\approx b+W_0^2/(2b)$. Then

$$W\approx\frac{W_0^2}{2b}=\frac{\kappa_{ox}V}{4\pi Nt}.$$

In this limit nearly all the voltage is across the oxide, and the width is proportional to $V$ rather than to $\sqrt V$.

### (c) The thermal edge

Holes in equilibrium with the bulk have density $Ne^{-\psi/kT}$ in Boltzmann statistics. With electrons still absent, the charge density is $-N(1-e^{-\psi/kT})$, so

$$\psi''=\frac{4\pi N}{\kappa_s}\left(1-e^{-\psi/kT}\right).$$

Multiply by $\psi'$. The left side is the derivative of $\psi'^2/2$, and the right side can be integrated over $\psi$. In the bulk both $\psi$ and $\psi'$ vanish, which fixes the constant:

$$\psi'^2=\frac{8\pi N}{\kappa_s}\left(\psi-kT+kTe^{-\psi/kT}\right).$$

Define an effective width by the missing holes,

$$W_*=\int_0^\infty\left(1-e^{-\psi/kT}\right)dx.$$

The silicon charge per area is $-NW_*$, so Gauss's law gives $F_s=4\pi NW_*/\kappa_s$. At the surface $\psi_s\gg kT$, and the exponential is negligible. Equating the two expressions for $F_s^2$ gives

$$\frac{16\pi^2N^2W_*^2}{\kappa_s^2}=\frac{8\pi N}{\kappa_s}(\psi_s-kT),$$

and therefore

$$\psi_s=kT+\frac{2\pi NW_*^2}{\kappa_s}.$$

The oxide voltage is $4\pi NW_*t/\kappa_{ox}$ as before. Thus $W_*$ obeys the boxed formula with $V$ replaced by $V-kT$. For the example this gives 772.6 nm, a reduction of 2.1 nm.

A finite-difference solution of this nonlinear equation, with the same 5 V gate condition and no assumed edge, also gives 772.6 nm. The sharp-edge formula is therefore about 0.3% too wide relative to the solution with thermal holes. Both round to 0.77 µm.

### (d) The equilibrium width

In equilibrium, electrons are present with density $(n_i^2/N)e^{\psi/kT}$. At the surface this equals $N$ when

$$\psi_s=2\phi_F=2kT\ln\frac{N}{n_i}.$$

Numerically, $2\phi_F=2(0.02585)\ln(10^6)=0.714$ V. Beyond this point the electron density grows exponentially with band bending. Further gate charge is then balanced mainly by electrons, and the depletion layer grows little. Using $2\phi_F$ as the voltage across that layer gives the estimate

$$W_{eq}\approx\sqrt{\frac{\kappa_s(2\phi_F)}{2\pi N}}
=804.1\sqrt{\frac{0.714}{5}}\approx304\ \text{nm}.$$

Integration of Poisson's equation with both holes and electrons, at the same 5 V, gives a hole-depleted width of 324 nm. The simple estimate is 6% low relative to that calculation. The calculated band bending is 0.973 V, so it is not strictly fixed at $2\phi_F$. This calculation treats the electrons classically and with Boltzmann statistics. Both are crude here, since the surface electron density comes out near $2\times10^{20}$ cm$^{-3}$, above the conduction-band density of states. Fermi-Dirac statistics raise the band bending to about 1.00 V, and quantized subbands raise it to about 1.13 V, while the width changes only to about 325 nm.

The transient width is thus more than twice the equilibrium width. Its band bending of 4.64 V is possible because the electrons that would limit it have not yet appeared.

The distinction begins near the voltage at which the sharp-edge width reaches 304 nm. The silicon then takes 0.714 V. Oxide voltage is proportional to $W$, so it takes $0.359(304/774.7)=0.141$ V. The total is about 0.86 V above flat band. Well below this value, few electrons are needed in equilibrium, and a fast and a slow step give nearly the same width.

### (e) The time window

**Lower limit.** The silicon resistivity is

$$\rho=\frac1{eN\mu}=1.39\ \Omega\,\text{cm}.$$

Local hole charge relaxes in a time $\rho\kappa_s\varepsilon_0=1.44$ ps. The whole capacitor must also charge through the wafer. Its capacitance per area cannot exceed that of the oxide, $\kappa_{ox}\varepsilon_0/t$, so the substrate charging time is at most about

$$\rho d\,\frac{\kappa_{ox}\varepsilon_0}{t}=24\ \text{ns},$$

where $d=0.50$ mm. Contact and voltage-source resistance would add to this.

**Upper limit.** Suppose that $n$ electrons per area have collected at the surface. The silicon field just beneath them is still $4\pi NW/\kappa_s$, but the oxide field must balance both charges:

$$V_{ox}=\frac{4\pi t}{\kappa_{ox}}(NW+n).$$

The equation for the width becomes

$$W^2+2bW=\frac{\kappa_s}{2\pi N}\left(V-\frac{4\pi tn}{\kappa_{ox}}\right).$$

Differentiate at fixed $V$. The right side contributes $-2b/N$, so

$$2(W+b)\frac{dW}{dn}=-\frac{2b}{N},$$

$$\frac{dW}{dn}=-\frac{1}{N(1+W/b)}.$$

The factor $1+W/b=26.8$ makes the width rather insensitive to electrons. A sheet of $10^{10}$ cm$^{-2}$ shrinks it by 0.373 nm. The difference between two numerical Poisson solutions, with and without that sheet, is 0.374 nm. Both numbers treat the sheet as having no thickness. A layer with its centroid at depth $\bar z$ replaces $b$ in the numerator of $-b/[N(W+b)]$ by $b+\bar z$: a classical layer ($\bar z\approx2$ nm) gives 0.40 nm and a quantized one ($\bar z\approx4$ nm) about 0.42 nm.

Take the bulk generation rate per volume as $n_i/\tau_g$ throughout the depleted layer and the surface rate per area as $n_is_g$. Initially,

$$G=n_i\left(\frac W{\tau_g}+s_g\right).$$

The two terms are $7.75\times10^{10}$ and $1.00\times10^{11}$ cm$^{-2}$ s$^{-1}$, so at these full steady-state rates the two are comparable. If this initial rate were kept up, a 1% loss of width would take

$$\frac{0.01NW(1+W/b)}{G}
=\frac{0.01(7.747\times10^{11})(26.8)}{1.775\times10^{11}}\ \text{s}
\approx1.2\ \text{s}.$$

These full rates are not kept up. The 1% loss needs about $2\times10^{11}$ electrons per cm$^2$ in a layer about $kT/eF_s\approx2$ nm thick, a density near $10^{18}$ cm$^{-3}$. In Shockley-Read-Hall kinetics, generation is suppressed wherever the electron or hole density exceeds $n_i$. Surface generation under the gate therefore dies out once the interface traps have filled with electrons. This takes a time of order the midgap emission time $1/(\sigma v_{th}n_i)$, about 10 ms for a capture cross-section $\sigma=10^{-15}$ cm$^2$ and $v_{th}=10^7$ cm/s, short compared with a second. The bulk term falls to about $5.5\times10^{10}$ cm$^{-2}$ s$^{-1}$ because holes near the depletion edge and electrons near the surface switch off part of the layer. With these effects and midgap traps, the 1% time is about 3.6 s for $\sigma\ge10^{-15}$ cm$^2$, and about 2.5 s for $\sigma=10^{-16}$ cm$^2$, where the charge stored in the more numerous traps also narrows the layer. Real interface traps are spread over the gap. An even spread with the same $s_g$ changes little for $\sigma=10^{-15}$ cm$^2$ (about 3.4 s), but for $\sigma=10^{-16}$ cm$^2$ it means about $2.5\times10^{11}$ traps per cm$^2$ per eV, whose charging cuts the 1% time to about 0.9 s; the loss after 1 µs is still below 0.1%. In a real capacitor, generation around the gate perimeter, which this one-dimensional model omits, can shorten it again.

A step lasting about a microsecond lies well inside the window: much longer than 24 ns and much shorter than a second.

At 400 K, the scaling $n_i\propto T^{3/2}e^{-E_g/2kT}$, with a fixed gap $E_g=1.12$ eV, raises $n_i$ by a factor of about 350. With $W$, $\tau_g$ and $s_g$ held fixed, the 1% time at the initial rate falls to about 3 ms. This is only an order of magnitude: because the gap shrinks with temperature, $n_i$ of real silicon rises by a factor nearer 550, and electrons diffusing in from the neutral bulk, a supply proportional to $n_i^2$, reach, with that larger $n_i$ and an electron mobility of 550 to 750 cm$^2$/Vs, roughly 10 to 15% of the bulk depletion-layer generation at 400 K for a recombination lifetime of 10 µs and 30 to 45% for 1 µs. Heat therefore shortens the transient far more than it changes its initial width.

### (f) Application to a real capacitor

The doping and oxide thickness are reasonable for a silicon test capacitor. Real gates usually have a nonzero flat-band voltage, set by the gate work function and fixed charge. Mistaking the applied gate voltage for $V$ then shifts the answer. Differentiating the width equation gives

$$\frac{dW}{dV}=\frac{W_0^2}{2V(W+b)}\approx80\ \text{nm/V},$$

so a 0.1 V error in flat-band voltage moves the width by about 8 nm. The doping must be known too. At fixed $t$ the sharp-edge width depends on $V$ and $N$ only through $V/N$, so small equal relative errors in the two have, to first order, effects of equal size and opposite sign. At fixed $V$ and $t$,

$$\frac{dW}{W}=-\frac{W+2b}{2(W+b)}\frac{dN}{N}\approx-0.52\,\frac{dN}{N}.$$

A 10% increase in doping reduces $W$ by about 5%; the full formula gives 37 nm. Interface traps that become more negative during the step act like the electron sheet in (e): a change of $10^{10}$ charges per cm$^2$ costs about 0.4 nm.

Avalanche generation could also end the transient early. Take a rough electron ionization rate $\alpha=\alpha_0e^{-F_0/F}$, with $\alpha_0=7\times10^5$ cm$^{-1}$ and $F_0=1.2$ MV/cm. Integrated over the linear field profile, it gives about $2\times10^{-4}$ ionizations per electron crossing the layer. This is an order-of-magnitude estimate, but it leaves a wide margin. It assumes a planar field; crowding at a gate edge can raise the local field.

For tunnelling through a triangular barrier of height $\phi$ at field $F$, the exponential factor is $e^{-S}$, with

$$S=\frac{4\sqrt{2m}\,\phi^{3/2}}{3F}.$$

With rough values $m=0.2$ and $\phi=1.12$ eV, band-to-band tunnelling in the depleted silicon has $S\approx300$ at the surface field; a two-band barrier with the same mass, which is more realistic inside a gap, lowers this to about 180. Allowing for the fall of the field across the barrier raises the two values to about 330 and 190. After equilibrium is reached, the oxide field rises to about 4.0 MV/cm with classical electrons, or about 3.9 MV/cm with a quantized inversion layer. For $m=0.42$ and $\phi=3.1$ eV, oxide tunnelling then has $S\approx60$. Both ideal currents are negligible here; the estimate does not cover tunnelling through defects.

Finally, with an acceptor level 45 meV above the valence band, degeneracy 4 and a rough valence-band density of states of $3\times10^{19}$ cm$^{-3}$, about 0.75% of the acceptors in the neutral bulk hold a hole. Inside the depletion layer holes are scarce and the acceptors are ionized once they have emitted them, so full ionization is a good approximation for the width.

For a planar capacitor with known doping and flat-band voltage, the 0.77 µm result is therefore sound as an initial width. It must not be used for a slow gate sweep, an illuminated sample, or a transistor whose source can supply electrons quickly. With the bulk generation of (e) and no perimeter supply, slow means tens of seconds or more: a ramp to 5 V lasting 10 s ends about 1.4% narrower, one lasting 200 s ends near 610 nm, and return to equilibrium after a step takes several minutes, about 7.5 minutes to come within 1% of the final width.

## Numbers as computed

```
Acceptor density: 1.0e+16 cm^-3
Oxide thickness: 10.0 nm
Gate step above flat band: 5.00 V
Relative permittivities, Si and SiO2: 11.7, 3.9
Temperature: 300 K
Thermal voltage kT/e: 0.02585 V
Oxide-equivalent silicon length b: 30.00 nm
Width without oxide drop: 804.1 nm
Transient depletion width W: 774.7 nm
Same width W: 0.7747 micrometre
Width from nonlinear Poisson: 772.6 nm
Formula with V - kT: 772.6 nm
Largest relative error of V - kT formula: 1.5e-08
Depletion charge number N W: 7.747e+11 cm^-2
Silicon band bending, formula: 4.641 V
Silicon band bending, Poisson: 4.642 V
Oxide voltage: 0.359 V
Surface field in silicon: 0.120 MV/cm
Oxide field, transient: 0.359 MV/cm
Intrinsic density (rough): 1.0e+10 cm^-3
Twice Fermi potential: 0.714 V
Equilibrium width, 2 phi_F estimate: 303.9 nm
Equilibrium width, with electrons: 323.7 nm
Equilibrium band bending: 0.973 V
Oxide field, equilibrium: 4.03 MV/cm
Electron or trap sheet tested: 1.0e+10 cm^-2
Shrinkage by that sheet, formula: 0.373 nm
Shrinkage by that sheet, Poisson: 0.374 nm
Hole mobility (rough): 450 cm2/Vs
Wafer thickness (rough): 0.50 mm
Resistivity: 1.39 ohm cm
Dielectric relaxation time: 1.44 ps
Substrate charging time, upper estimate: 23.9 ns
Generation lifetime (rough): 10 microsecond
Surface generation velocity (rough): 10 cm/s
Bulk generation rate: 7.75e+10 cm^-2 s^-1
Surface generation rate: 1.00e+11 cm^-2 s^-1
Time for 1 percent loss of width, 300 K: 1.17 s
Intrinsic density ratio, 400 K to 300 K: 346
Time for 1 percent loss, 400 K: 3.4 ms
Ionization rate prefactor (rough): 7.0e+05 cm^-1
Ionization field parameter (rough): 1.2 MV/cm
Ionizations per crossing electron: 2.0e-04
Band-to-band tunnelling exponent, Si: 302
Oxide tunnelling exponent, equilibrium: 60
Neutral acceptor fraction in bulk: 0.75 percent
```
